# One Debye relaxation from the Maxwell Garnett formula with conducting phases: test program

```python
# RESULT UNDER TEST
# Spheres (i) in a matrix (m), each with constant real permittivity eps and
# constant real conductivity sigma, have complex permittivity eps + sigma/s,
# s = i*omega, time factor exp(+i*omega*t). The Maxwell Garnett mixture is then
#   eps_inf + delta/(1 + s*tau) + sigma_dc/s,
# that is, one Debye relaxation plus dc conduction.
# phi: volume fraction of spheres; tau: relaxation time; delta: Debye strength.
# Numerical work uses relative permittivities and rates g = sigma/eps0 (1/s).
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


def maxwell_garnett(inclusion, matrix, phi):
    beta = (inclusion - matrix) / (inclusion + 2 * matrix)
    return matrix * (1 + 2 * phi * beta) / (1 - phi * beta)


def debye_parameters(ei, em, gi, gm, phi):
    d_eps = (1 - phi) * ei + (2 + phi) * em
    d_sig = (1 - phi) * gi + (2 + phi) * gm
    n_eps = (1 + 2 * phi) * ei + 2 * (1 - phi) * em
    n_sig = (1 + 2 * phi) * gi + 2 * (1 - phi) * gm
    tau = d_eps / d_sig
    delta = (9 * phi * (1 - phi) * (em * gi - ei * gm)**2
             / (d_eps * d_sig**2))
    return em * n_eps / d_eps, delta, tau, gm * n_sig / d_sig


def debye_spectrum(s, parameters):
    eps_inf, delta, tau, g_dc = parameters
    return eps_inf + delta / (1 + s * tau) + g_dc / s


def coated_sphere_fem(inclusion, matrix, phi):
    """Effective permittivity from the radial dipole field u(r)*cos(theta).

    Linear elements; outer radius 1, u(0)=0, u(1)=1. The bilinear energy
    integral of eps*(r^2 u'^2 + 2 u^2) equals the effective permittivity.
    """
    core = phi**(1 / 3)
    r = np.concatenate((np.linspace(0, core, 301),
                        np.linspace(core, 1, 1501)[1:]))
    h = np.diff(r)
    middle = (r[1:] + r[:-1]) / 2
    eps = np.where(middle < core, inclusion, matrix)
    stiff = eps * (r[1:]**3 - r[:-1]**3) / (3 * h**2)
    diagonal_part = stiff + 2 * eps * h / 3
    off = -stiff + 2 * eps * h / 6
    diagonal = np.zeros(len(r), dtype=complex)
    diagonal[:-1] += diagonal_part
    diagonal[1:] += diagonal_part
    bands = np.zeros((3, len(r) - 2), dtype=complex)
    bands[0, 1:] = off[1:-1]
    bands[1] = diagonal[1:-1]
    bands[2, :-1] = off[1:-1]
    rhs = np.zeros(len(r) - 2, dtype=complex)
    rhs[-1] = -off[-1]
    u = np.zeros(len(r), dtype=complex)
    u[-1] = 1
    u[1:-1] = solve_banded((1, 1), bands, rhs)
    return np.sum(diagonal_part * (u[:-1]**2 + u[1:]**2)
                  + 2 * off * u[:-1] * u[1:])


# Symbolic test of the decomposition and of the polynomial division.
s_, ei_, em_, gi_, gm_, p_ = sp.symbols('s ei em gi gm phi', positive=True)
direct = maxwell_garnett(ei_ + gi_ / s_, em_ + gm_ / s_, p_)
claimed = debye_spectrum(s_, debye_parameters(ei_, em_, gi_, gm_, p_))
assert sp.cancel(sp.together(direct - claimed)) == 0
x_, y_ = sp.symbols('x y', positive=True)
divided = ((1 + 2 * p_) * y_ / (1 - p_) - 9 * p_ * y_**2
           / ((1 - p_) * ((1 - p_) * x_ + (2 + p_) * y_)))
assert sp.cancel(sp.together(maxwell_garnett(x_, y_, p_) - divided)) == 0

# Model parameters of the worked example.
eps_i, eps_m = 10.0, 3.0
sigma_i, sigma_m = 1e-4, 1e-7
phi = 0.2
field = 1e3
g_i, g_m = sigma_i / epsilon_0, sigma_m / epsilon_0
parameters = debye_parameters(eps_i, eps_m, g_i, g_m, phi)
eps_inf, delta, tau, g_dc = parameters

# Field solution against the Debye form, also for insulating spheres.
frequencies = np.array([1e3, 1e4, 1e5, 1e6, 1e7])
largest_error = 0.0
for gi, gm in ((g_i, g_m), (0.0, g_i)):
    case = debye_parameters(eps_i, eps_m, gi, gm, phi)
    assert case[1] > 0
    for f in frequencies:
        s = 2j * np.pi * f
        fem = coated_sphere_fem(eps_i + gi / s, eps_m + gm / s, phi)
        error = abs(fem / debye_spectrum(s, case) - 1)
        largest_error = max(largest_error, error)
assert largest_error < 1e-5  # second-order mesh error

# Step response from interface charge conservation; time unit: microsecond.
micro = 1e-6
ki, km = g_i * micro, g_m * micro


def cell_fields(charge):
    # Unknowns: core field, uniform shell field, shell dipole field at core.
    system = np.array([[1, -1, -1], [0, 1, phi], [-eps_i, eps_m, -2 * eps_m]])
    return np.linalg.solve(system, np.array([0, 1, charge]))


def charge_rates(t, state):
    inside, uniform, dipole = cell_fields(state[0])
    return [ki * inside - km * (uniform - 2 * dipole),
            km * (uniform - 2 * phi * dipole)]


times = np.linspace(0, 20 * tau / micro, 81)
run = solve_ivp(charge_rates, (0, times[-1]), [0.0, 0.0], t_eval=times,
                rtol=1e-9, atol=1e-11)
assert run.success
response = []
for charge, transported in run.y.T:
    inside, uniform, dipole = cell_fields(charge)
    response.append(eps_m * (uniform - 2 * phi * dipole) + transported)
expected = (eps_inf + delta * (1 - np.exp(-times * micro / tau))
            + g_dc * micro * times)
step_error = np.max(np.abs(np.array(response) - expected))
assert step_error < 1e-6
d_sigma = (1 - phi) * g_i + (2 + phi) * g_m
q_final = 3 * (eps_m * g_i - eps_i * g_m) / d_sigma
q_expected = q_final * (1 - np.exp(-times * micro / tau))
assert np.max(np.abs(run.y[0] - q_expected)) < 1e-6


# Peak and width, taken from the mixture formula after removing conduction.
dc_rate = maxwell_garnett(g_i, g_m, phi)


def relaxation_loss(log_omega):
    s = 1j * 10**log_omega
    mixture = maxwell_garnett(eps_i + g_i / s, eps_m + g_m / s, phi)
    return -(mixture - dc_rate / s).imag


peak = minimize_scalar(lambda z: -relaxation_loss(z), bounds=(3, 9),
                       method='bounded', options={'xatol': 1e-10})
log_peak, peak_loss = peak.x, -peak.fun
assert abs(10**log_peak * tau - 1) < 1e-5  # flat maximum limits the search
assert abs(peak_loss - delta / 2) < 1e-9
half = lambda z: relaxation_loss(z) - peak_loss / 2
width = brentq(half, log_peak, log_peak + 3) - brentq(half, log_peak - 3, log_peak)
assert abs(width - 2 * np.log10(2 + np.sqrt(3))) < 1e-6

# Equal eps/sigma ratios must remove the relaxation.
matched_g = g_i * eps_m / eps_i
matched = [maxwell_garnett(eps_i + g_i / (2j * np.pi * f),
                           eps_m + matched_g / (2j * np.pi * f), phi).real
           for f in frequencies]
assert np.ptp(matched) < 1e-8  # cancellation of large conduction terms

# The mixture time lies between the two bulk times; check the dilute limit.
tau_i, tau_m = eps_i / g_i, eps_m / g_m
for fraction in (0.01, 0.1, 0.2, 0.4, 0.8):
    t_mix = debye_parameters(eps_i, eps_m, g_i, g_m, fraction)[2]
    assert min(tau_i, tau_m) < t_mix < max(tau_i, tau_m)
tau_dilute = (eps_i + 2 * eps_m) / (g_i + 2 * g_m)
tiny = debye_parameters(eps_i, eps_m, g_i, g_m, 1e-7)[2]
assert abs(tiny / tau_dilute - 1) < 1e-6


# Count relaxation poles for one or two sphere materials. Conductivities are
# in units of sigma_m, so the time unit is epsilon_0/sigma_m.
def relaxation_times(populations):
    matrix = 3 + 1 / s_
    total = sum(fraction * (10 + g / s_ - matrix) / (10 + g / s_ + 2 * matrix)
                for fraction, g in populations)
    mixture = sp.cancel(sp.together(matrix * (1 + 2 * total) / (1 - total)))
    denominator = sp.Poly(sp.fraction(mixture)[1], s_)
    roots = [complex(z) for z in denominator.nroots(n=30)]
    nonzero = [z for z in roots if abs(z) > 1e-12]
    assert len(roots) - len(nonzero) == 1
    assert all(abs(z.imag) < 1e-12 and z.real < 0 for z in nonzero)
    return sorted(-epsilon_0 / sigma_m / z.real for z in nonzero)


single = relaxation_times([(sp.Rational(1, 5), 1000)])
double = relaxation_times([(sp.Rational(1, 10), 1000),
                           (sp.Rational(1, 10), 100)])
assert len(single) == 1 and abs(single[0] / tau - 1) < 1e-9
assert len(double) == 2 and double[1] > 1.1 * double[0]

# Numbers for the text.
print(f"vacuum permittivity = {epsilon_0:.6e} F/m")
print(f"relative permittivity: spheres {eps_i:.1f}, matrix {eps_m:.1f}")
print(f"conductivity: spheres {sigma_i:.1e}, matrix {sigma_m:.1e} S/m")
print(f"volume fraction = {phi:.2f}")
d_eps = (1 - phi) * eps_i + (2 + phi) * eps_m
n_eps = (1 + 2 * phi) * eps_i + 2 * (1 - phi) * eps_m
n_sigma = (1 + 2 * phi) * g_i + 2 * (1 - phi) * g_m
print(f"D_eps/eps0 = {d_eps:.4f}, N_eps/eps0 = {n_eps:.4f}")
print(f"D_sigma = {d_sigma * epsilon_0:.5e} S/m")
print(f"N_sigma = {n_sigma * epsilon_0:.5e} S/m")
print(f"relaxation time tau = {tau * 1e6:.4f} microseconds")
print(f"loss-peak frequency 1/(2 pi tau) = {1 / (2 * np.pi * tau) / 1e3:.3f} kHz")
print(f"high-frequency relative permittivity = {eps_inf:.5f}")
print(f"relative Debye strength = {delta:.5f}")
print(f"low-frequency relative permittivity = {eps_inf + delta:.5f}")
print(f"dc conductivity = {g_dc * epsilon_0:.5e} S/m")
print(f"Debye loss at peak (relative) = {peak_loss:.5f}")
print(f"conduction loss at peak (relative) = {g_dc * tau:.5f}")
print(f"full half-height width = {width:.5f} decades")
print(f"bulk time eps/sigma, spheres = {tau_i * 1e6:.4f} microseconds")
print(f"bulk time eps/sigma, matrix = {tau_m * 1e6:.3f} microseconds")
print(f"dilute-limit tau = {tau_dilute * 1e6:.4f} microseconds")
print(f"applied step field = {field:.1f} V/m")
print(f"final polar surface charge = {q_final * epsilon_0 * field:.4e} C/m^2")
print("spectrum: f (Hz), eps', total eps'', Debye eps'' (relative)")
for f in frequencies:
    s = 2j * np.pi * f
    value = maxwell_garnett(eps_i + g_i / s, eps_m + g_m / s, phi)
    print(f"  {f:.0e}  {value.real:.5f}  {-value.imag:.5f}"
          f"  {relaxation_loss(np.log10(2 * np.pi * f)):.5f}")
print("fraction, tau (microseconds), relative Debye strength")
for fraction in (0.05, 0.10, 0.20, 0.30):
    row = debye_parameters(eps_i, eps_m, g_i, g_m, fraction)
    print(f"  {fraction:.2f}  {row[2] * 1e6:.4f}  {row[1]:.5f}")
print("two sphere materials, fraction 0.10 each,")
print(f"  conductivities {1000 * sigma_m:.1e} and {100 * sigma_m:.1e} S/m:")
print(f"  tau = {double[0] * 1e6:.4f} and {double[1] * 1e6:.4f} microseconds")
print(f"largest relative error, field solution = {largest_error:.1e}")
print(f"largest error, step response (relative permittivity) = {step_error:.1e}")
print("checks complete")
```

Printed output:

```
vacuum permittivity = 8.854188e-12 F/m
relative permittivity: spheres 10.0, matrix 3.0
conductivity: spheres 1.0e-04, matrix 1.0e-07 S/m
volume fraction = 0.20
D_eps/eps0 = 14.6000, N_eps/eps0 = 18.8000
D_sigma = 8.02200e-05 S/m
N_sigma = 1.40160e-04 S/m
relaxation time tau = 1.6115 microseconds
loss-peak frequency 1/(2 pi tau) = 98.765 kHz
high-frequency relative permittivity = 3.86301
relative Debye strength = 1.37021
low-frequency relative permittivity = 5.23322
dc conductivity = 1.74720e-07 S/m
Debye loss at peak (relative) = 0.68510
conduction loss at peak (relative) = 0.03180
full half-height width = 1.14390 decades
bulk time eps/sigma, spheres = 0.8854 microseconds
bulk time eps/sigma, matrix = 265.626 microseconds
dilute-limit tau = 1.4138 microseconds
applied step field = 1000.0 V/m
final polar surface charge = 9.9005e-08 C/m^2
spectrum: f (Hz), eps', total eps'', Debye eps'' (relative)
  1e+03  5.23308  3.15447  0.01387
  1e+04  5.21932  0.45139  0.13733
  1e+05  4.53960  0.71646  0.68505
  1e+06  3.87625  0.13716  0.13402
  1e+07  3.86315  0.01385  0.01353
fraction, tau (microseconds), relative Debye strength
  0.05  1.4555  0.26943
  0.10  1.5017  0.58160
  0.20  1.6115  1.37021
  0.30  1.7524  2.46459
two sphere materials, fraction 0.10 each,
  conductivities 1.0e-04 and 1.0e-05 S/m:
  tau = 1.5055 and 14.8175 microseconds
largest relative error, field solution = 2.2e-08
largest error, step response (relative permittivity) = 3.7e-10
checks complete
```
